# Which d Orbital Is Occupied in Trigonal-Bipyramidal MoCl5?, part 2

Which d orbital does the single d electron of a MoCl$_5$ monomer occupy, and do corrections to a simple model change the answer? The molecule is idealized as a regular trigonal bipyramid with threefold axis $z$ and equatorial ligands at azimuths $\varphi=0^\circ,120^\circ,240^\circ$ from the $x$ axis. Energies are in eV, from the d level before it interacts with the ligands.

In the angular overlap model a ligand raises a d orbital of σ or π symmetry about its bond by

$$e_\lambda=\frac{\beta_\lambda^2}{D_\lambda},\qquad \lambda=\sigma,\pi ,$$

to second order in the coupling $\beta_\lambda$. The ligand orbital lies $D_\lambda$ below the d level. Matrix elements are sums over ligands of $e_\lambda$ times the product of the two orbitals' amplitudes.

For five equal ligands Part I found

$$E(a_1')=\tfrac{11}{4}e_\sigma,\qquad E(e')=\tfrac98e_\sigma+\tfrac32e_\pi,\qquad E(e'')=\tfrac72e_\pi,$$

where $a_1'$ is $d_{z^2}$, $e'$ is $d_{x^2-y^2},d_{xy}$ and $e''$ is $d_{xz},d_{yz}$. The axial ligands supply $2e_\sigma$ of $E(a_1')$ and $2e_\pi$ of $E(e'')$; the rest is equatorial. For $e_\sigma>0$, $e''$ is lowest if and only if $9e_\sigma>16e_\pi$, or $e_\sigma/e_\pi>16/9\approx1.78$ when $e_\pi>0$. These results were tested with 400 random parameter pairs.

An equatorial ligand has σ amplitude $\frac{\sqrt3}{2}\cos2\varphi$ and in-plane π amplitude $-\sin2\varphi$ in $d_{x^2-y^2}$, and π amplitudes $\cos\varphi$ in $d_{xz}$ and $\sin\varphi$ in $d_{yz}$. The σ amplitude in $d_{z^2}$ is 1 for axial and $-\frac12$ for equatorial ligands.

With $u$ along a bond and $v,z$ perpendicular to it,

$$u^2-v^2=\tfrac12(3u^2-1)-\tfrac12(v^2-z^2).$$

The σ function is $\tfrac N2(3u^2-1)$, and $d_{xz}=\sqrt3N\,xz$, with $N=\sqrt{5/4\pi}$.

The example assumes $e_\sigma=1.20$ eV and $e_\pi=0.25$ eV, giving $E(e'')=0.875$, $E(e')=1.725$ and $E(a_1')=3.300$ eV, with an $e'$–$e''$ gap of 0.85 eV. In a regular octahedron the levels are $3e_\sigma$ and $4e_\pi$; their splitting of 2.6 eV is a reasonable rough size and was used to judge the parameters' scale.

### Unequal axial and equatorial ligands

Let the parameters carry the labels ax and eq. The sums of Part I, kept separate, give

$$E(e')=\tfrac98e_\sigma^{\rm eq}+\tfrac32e_\pi^{\rm eq},\qquad
E(e'')=2e_\pi^{\rm ax}+\tfrac32e_\pi^{\rm eq},$$

and therefore

$$E(e')-E(e'')=\frac{9e_\sigma^{\rm eq}-16e_\pi^{\rm ax}}{8}.$$

The 9 belongs to the equatorial σ interaction and the 16 to the axial π interaction. Longer axial bonds reduce $e_\pi^{\rm ax}$, and with the equatorial parameters fixed this favours $e''$ over $e'$. If both axial parameters are multiplied by 0.8, the gap becomes

$$1.125\times1.20-2\times0.8\times0.25=0.95\ \text{eV}.$$

If both equatorial parameters are multiplied by 0.8 instead, the gap narrows to

$$1.125\times0.8\times1.20-2\times0.25=0.58\ \text{eV}.$$

With unequal ligands the position of $a_1'$ must be checked separately, because it now depends on $e_\sigma^{\rm ax}$:

$$E(a_1')=2e_\sigma^{\rm ax}+\tfrac34e_\sigma^{\rm eq}.$$

When both axial parameters are scaled by a common positive factor $f$,

$$E(a_1')-E(e'')=2f(e_\sigma-e_\pi)+\tfrac34(e_\sigma-2e_\pi),$$

which is positive for the example, since $e_\sigma$ exceeds $2e_\pi$.

### Finite depth of the ligand orbitals

The parameters were defined to second order in the couplings. Suppose that all ligand orbitals lie at the same energy $-D$, and continue to neglect overlap. Eliminating them without approximating the denominator replaces $D$ by $S+D$, where $S$ is the true shift of the d level. If $\lambda$ now denotes a level of the angular overlap matrix, then

$$S=\frac{D\lambda}{S+D},\qquad\text{so}\qquad S(S+D)=D\lambda .$$

The mainly metallic root is

$$S=\tfrac12\left(-D+\sqrt{D^2+4D\lambda}\right),\qquad \frac{dS}{d\lambda}=\frac{D}{\sqrt{D^2+4D\lambda}}>0 .$$

Since $S$ increases with $\lambda$, the order of the levels is preserved, and so is the condition $9e_\sigma>16e_\pi$. The gap does change. For the rough value $D=4.0$ eV,

$$S(e'')=\tfrac12\left(-4+\sqrt{16+16\times0.875}\right)=0.74\ \text{eV},$$

$$S(e')=\tfrac12\left(-4+\sqrt{16+16\times1.725}\right)=1.30\ \text{eV}.$$

The gap falls from 0.85 to 0.56 eV, a reduction of about one third relative to the second-order value. This comparison holds the couplings fixed. The same couplings also give a smaller octahedral splitting, $S(3e_\sigma)-S(4e_\pi)=2.29-0.83=1.46$ eV instead of 2.6 eV. The comparison of scale made above therefore supports the second-order levels, not the reduced gap. If $e_\sigma$ and $e_\pi$ were instead fitted to observed splittings, they would already absorb effects of the finite depth, and the reduction found here should not be applied to them again.

If the σ and π ligand orbitals have different depths, the same elimination gives energy-dependent parameters $\beta_\sigma^2/(S+D_\sigma)$ and $\beta_\pi^2/(S+D_\pi)$. At a crossing both pairs have the same $S$, and the crossing condition is

$$\frac{9\beta_\sigma^2}{S+D_\sigma}=\frac{16\beta_\pi^2}{S+D_\pi}.$$

The numbers 9 and 16 survive, but the parameters must be evaluated at the energy of the crossing.

### Spin-orbit coupling

For one d electron add $\zeta\,\mathbf l\cdot\mathbf s$, with $\zeta>0$ and both angular momenta in units of $\hbar$. Write

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).$$

The pair $e''$ can be written as states with $m=\pm1$, the pair $e'$ as states with $m=\pm2$, and $a_1'$ has $m=0$. Each pair is degenerate, so the ligand matrix stays diagonal in these states. The total component $j_z=m+m_s$ is conserved, and the problem separates into small blocks. States with opposite $j_z$ are degenerate by time reversal.

For $j_z=\frac12$ the basis is $m=1$ with spin down and $m=0$ with spin up. Since $l_-$ takes $m=1$ to $m=0$ with factor $\sqrt6$, the block is

$$\begin{pmatrix}E(e'')-\frac12\zeta&\frac{\sqrt6}{2}\zeta\\[2pt]\frac{\sqrt6}{2}\zeta&E(a_1')\end{pmatrix}.$$

For $j_z=\frac32$ the basis is $m=2$ with spin down and $m=1$ with spin up. The factor is now $\sqrt{6-2}=2$, and the block is

$$\begin{pmatrix}E(e')-\zeta&\zeta\\[2pt]\zeta&E(e'')+\frac12\zeta\end{pmatrix}.$$

To first order $e''$ splits into two pairs of states separated by $\zeta$. With the rough value $\zeta=0.10$ eV the blocks give a splitting of 0.092 eV. The ground pair has $j_z=\pm\frac12$ and retains 99.8% $e''$ character. Spin-orbit coupling therefore leaves the assignment intact for the example.

It does shift the boundary, and it blurs one side of it. With $e_\pi=0.25$ eV and $\zeta=0.10$ eV held fixed, the ground pair changes from $|j_z|=\frac12$ to $\frac32$ at $e_\sigma/e_\pi=2.17$, not at 1.78. At that point $e_\sigma=0.54$ eV. The diagonal elements of the $j_z=\frac32$ block differ by about 0.04 eV, while their coupling is 0.10 eV. The new ground state is thus a strong mixture of $e'$ and $e''$. Just below this ratio the question "which orbital is occupied?" therefore has no sharp answer. Just above it the ground pair has $|j_z|=\frac12$, contains no $e'$, and is still about 97% $e''$.

### Metal 5s and 5p orbitals

The bipyramid has no centre of inversion, so some d and p orbitals may mix. The orbitals $p_x,p_y$ belong to $e'$, and $p_z$ belongs to $a_2''$. Hence $e''$ mixes with no p orbital, whereas $e'$ does. Because the 5p level lies higher, the mixing lowers $e'$ and narrows the gap.

For an estimate, let the p orbitals have the same bond parameters as the d orbitals. An equatorial ligand has σ amplitude $\cos\varphi$ and in-plane π amplitude $-\sin\varphi$ in $p_x$. The coupling to $d_{x^2-y^2}$ is

$$V=\tfrac{\sqrt3}{2}e_\sigma\sum\cos2\varphi\cos\varphi+e_\pi\sum\sin2\varphi\sin\varphi .$$

The product formulas give $\sum\cos2\varphi\cos\varphi=\frac12\sum(\cos\varphi+\cos3\varphi)=\frac32$ and $\sum\sin2\varphi\sin\varphi=\frac12\sum(\cos\varphi-\cos3\varphi)=-\frac32$, because $\cos3\varphi=1$ at all three azimuths. Thus

$$V=\tfrac{3\sqrt3}{4}e_\sigma-\tfrac32e_\pi=1.18\ \text{eV}.$$

Place the 5p level 10 eV above the d level, a rough value. The ligands raise $p_x$ further, by $\frac32e_\sigma+\frac72e_\pi=2.7$ eV. It then lies about 11 eV above $e'$, and second-order perturbation theory gives a lowering of $V^2/11\approx0.13$ eV. Diagonalization gives 0.127 eV and leaves a gap of 0.72 eV.

The 5s orbital mixes with $a_1'$ and not with either pair. Give it the same σ parameter as the d orbitals. Its σ amplitude is 1 for every ligand, so its coupling to $d_{z^2}$ is $(2-\frac32)e_\sigma=0.60$ eV, and the ligands raise it by $5e_\sigma=6.0$ eV. If it starts 6 eV above the d level, a rough value, it lowers $a_1'$ by about $0.60^2/(12.0-3.3)\approx0.04$ eV. That is small beside the separation of 2.4 eV between $a_1'$ and $e''$.

### Temperature

At 700 K, a rough deposition temperature, $k_{\rm B}T=0.060$ eV. For the undistorted molecule, with the spin-orbit levels above, the states derived from $e'$ and $a_1'$ hold a fraction of about $1\times10^{-6}$ of the population. This fraction depends exponentially on the gap. With 0.56 eV in place of 0.85 eV it would be of order $10^{-4}$, which is still small. The upper pair derived from $e''$ is different. Its population relative to the lower pair is $\exp(-0.092/0.060)\approx0.2$. In the undistorted molecule, heating thus spreads the electron over the $e''$ states without moving it appreciably into $e'$. This does not extend to strongly bent shapes. At the square pyramid treated below, an orbital descended from $e'$ lies only 0.12 eV above the lowest one, and its Boltzmann factor is $\exp(-0.124/0.060)\approx0.13$.

### Bending towards a square pyramid

One electron in a degenerate pair can lower its energy by a distortion that splits the pair. Consider the bend in which one equatorial ligand stays on $+x$. The angle between the other two equatorial bonds is $\alpha=120^\circ+32^\circ t$. Each axial bond tilts by $\delta=14^\circ t$ away from the fixed ligand. At $t=1$ both pairs of opposite bonds enclose $152^\circ$, and the molecule is a square pyramid. The bond parameters are held fixed.

Reflection in the $xy$ plane and reflection in the $xz$ plane remain symmetries, so $d_{xz}$ and $d_{yz}$ mix neither with each other nor with the other d orbitals. Their energies are diagonal elements. The equatorial ligands contribute π weights $1+2\cos^2(\alpha/2)$ to $d_{xz}$ and $2\sin^2(\alpha/2)$ to $d_{yz}$.

For a tilted axial ligand let $u$ lie along the bond and $w$ perpendicular to it in the $xz$ plane, with $x=-u\sin\delta+w\cos\delta$ and $z=u\cos\delta+w\sin\delta$. Then

$$xz=-\tfrac12(u^2-w^2)\sin2\delta+uw\cos2\delta .$$

As in Part I, the first term has σ amplitude $-\frac{\sqrt3}{2}\sin2\delta$, and the second is a π function. For $yz=yu\cos\delta+yw\sin\delta$ the π amplitude is $\cos\delta$. Hence

$$E_{xz}=e_\pi\left(1+2\cos^2\tfrac\alpha2\right)+\tfrac32e_\sigma\sin^22\delta+2e_\pi\cos^22\delta,$$

$$E_{yz}=2e_\pi\sin^2\tfrac\alpha2+2e_\pi\cos^2\delta .$$

The axial terms change only in second order in $\delta$. The linear splitting comes from the equatorial terms, whose difference is $e_\pi(1+2\cos\alpha)$. Its slope at $120^\circ$ is $-\sqrt3\,e_\pi$ per radian. Without spin-orbit coupling, the pair $e''$ is therefore Jahn-Teller active for this bend, through π interaction alone at first order.

The splitting is 0.037 eV at $t=0.25$, with $d_{xz}$ lower, and 0.084 eV at $t=-0.25$, with $d_{yz}$ lower. These values are comparable with the spin-orbit splitting, so the fine structure of $e''$ needs both effects together. If $\Delta$ is the splitting caused by the bend alone, the two levels lie close to the mean of $E_{xz}$ and $E_{yz}$, plus or minus $\frac12\sqrt{\zeta^2+\Delta^2}$. This form keeps only the coupling within the pair; at $t=0$ the blocks above place the lower and upper levels about 0.006 and 0.014 eV below it. Neither the mean nor the root has a term linear in $t$. Spin-orbit coupling thus removes the linear gain in energy that the degenerate pair would have had, although terms of higher order in $t$ remain. Without spin-orbit coupling, the third d level lies at about 1.56 eV or above at these two bends, well clear of the split pair.

At $t=1$, without spin-orbit coupling, the lowest orbital is $d_{yz}$ at 0.94 eV, below a degenerate pair at 1.07 eV. The occupied orbital still descends from $e''$, but the division into $e'$ and $e''$ has lost its meaning. Without spin-orbit coupling, the d electron's energy there is 0.07 eV above its value in the bipyramid. This figure does not decide which shape the molecule adopts, because the energies of the bonding electrons and the repulsion between ligands are not included.

### How secure is the assignment?

For the chosen parameters no single correction estimated here reverses the order $e''$ below $e'$ near the bipyramid. The largest reduction of the gap comes from the finite depth of the ligand orbitals, and 0.56 eV remains for $D=4.0$ eV; the same formula gives 0.45 eV for $D=2.0$ eV. The corrections were found separately and need not add, so these estimates support the identity of the occupied pair better than they support a precise gap. The numerical output lists the main values used above.

## Computed results

```
Levels per unit parameter, from quadrature:
  a1': 2.7500 e_sigma + 0.0000 e_pi
  e': 1.1250 e_sigma + 1.5000 e_pi
  e'': 0.0000 e_sigma + 3.5000 e_pi
e'/e'' crossing at e_sigma/e_pi = 1.7778
a1'/e' crossing at e_sigma/e_pi = 0.9231
Random cases with ground e'', e', a1': [220, 76, 104]
Rough MoCl5 inputs: e_sigma = 1.20 eV, e_pi = 0.25 eV
e_sigma/e_pi = 4.80
9 e_sigma = 10.80 eV; 16 e_pi = 4.00 eV
E(e'') = 0.875 eV; E(e') = 1.725 eV; E(a1') = 3.300 eV
Gap e' - e'' = 0.850 eV = 6856 cm^-1
Gap a1' - e'' = 2.425 eV
Octahedral splitting, same parameters = 2.600 eV
Rough metal-ligand separation = 4.0 eV
  e' - e'' gap beyond second order = 0.563 eV
Rough spin-orbit constant = 0.10 eV
  splitting of e'' = 0.0920 eV
  e'' weight in ground state = 0.9976
  ground j_z changes 1/2 to 3/2 at e_sigma/e_pi = 2.170
Rough deposition temperature = 700 K; kT = 0.0603 eV
  population above e'' = 1.07e-06
Rough 5p and 5s heights = 10.0 and 6.0 eV
  p-d coupling in e' = 1.184 eV
  e' lowered by 0.127 eV; gap left = 0.723 eV
  a1' lowered by 0.041 eV
Axial parameters times 0.8: gap = 0.950 eV
Lowest three d levels on bending (t = 1 is square pyramid), eV:
  t = -0.25: 0.842, 0.926, 1.575; lowest splitting 0.084
  t =  0.00: 0.875, 0.875, 1.725; lowest splitting 0.000
  t =  0.25: 0.865, 0.902, 1.559; lowest splitting 0.037
  t =  1.00: 0.941, 1.066, 1.066; lowest splitting 0.124
```
